Bonding energy of an open three-centre two-electron methyl bridge, part 1

(Sections cited here and not found follow in the second part.)

## First half: the symmetric bridge

A methyl group can bind to two metal atoms at once. Three of the four valence orbitals of its carbon atom are used in the C–H bonds. The fourth, a hybrid called c, points into the space between the metals. Each metal M offers one hybrid directed towards the carbon; these are called a and b. The bridge M–CH₃–M thus has three orbitals, and it holds two electrons. It is called open when the metal hybrids interact with carbon but not directly with each other.

The problem is to find how strongly this pair binds the three centres, and to compare it with an ordinary M–C bond made from one metal hybrid, one carbon hybrid and two electrons.

The treatment is Hückel theory, with the following conventions.

The orbitals a, b and c are real, normalised and mutually orthogonal. An effective one-electron Hamiltonian h acts on them. Electron repulsion is not treated explicitly, so the total energy is the sum of the energies of the occupied orbitals, and an orbital can hold two electrons of opposite spin.

In this half all three orbitals have the same site energy:

⟨a|h|a⟩ = ⟨b|h|b⟩ = ⟨c|h|c⟩ = α

The couplings are

⟨a|h|c⟩ = ⟨b|h|c⟩ = β, with β < 0

⟨a|h|b⟩ = 0

The sign of β is a choice of phase. Replacing a by −a reverses the sign of its coupling to c without changing anything physical, and the same holds for b. Both couplings can therefore be made negative. Since a and b are not coupled to each other, no other matrix element is affected by this choice.

Energies are in hartree. A bonding energy D is the energy of the uncoupled orbitals with their electrons minus the energy of the coupled system, so a positive D means binding.

(a) Find the levels of an isolated two-centre bond between one metal hybrid a and the carbon hybrid c. What is its bonding energy D₁ when it holds two electrons?

Solution. Write the molecular orbital as ψ = x a + y c. Taking the scalar product of hψ = Eψ with a and then with c gives

α x + β y = E x

β x + α y = E y

or, with the terms collected,

(α − E) x = −β y

(α − E) y = −β x

Multiply the two left sides together and the two right sides together. Neither x nor y can vanish, because each equation would then force the other coefficient to vanish too. The product xy can therefore be divided out:

(α − E)² = β²

E = α + β or E = α − β

Since β is negative, α + β is the lower level. Inserting it in the first equation gives −βx = −βy, so x = y, and normalisation gives x = y = 1/√2. The two electrons enter this orbital, and their energy is

E₁ = 2(α + β) = 2α + 2β

Without coupling the two electrons have energy 2α. It does not matter how they are shared between the centres, because the site energies are equal. Hence

D₁ = 2α − (2α + 2β) = −2β = 2|β|

Each electron contributes |β|. This is the yardstick for the bridge.

(b) The open bridge is unchanged when the two metals are exchanged. Use this symmetry to find its three levels and orbitals.

Solution. Replace a and b by their symmetric and antisymmetric combinations:

s = (a + b)/√2

t = (a − b)/√2

Both are normalised, because a and b are orthonormal, and they are orthogonal to each other and to c. Their site energies follow from expanding the products:

⟨s|h|s⟩ = ½(⟨a|h|a⟩ + ⟨b|h|b⟩ + 2⟨a|h|b⟩) = ½(α + α + 0) = α

⟨t|h|t⟩ = ½(⟨a|h|a⟩ + ⟨b|h|b⟩ − 2⟨a|h|b⟩) = ½(α + α − 0) = α

The coupling between s and t vanishes:

⟨s|h|t⟩ = ½(⟨a|h|a⟩ − ⟨a|h|b⟩ + ⟨b|h|a⟩ − ⟨b|h|b⟩) = ½(α − 0 + 0 − α) = 0

The couplings to carbon are

⟨c|h|s⟩ = (β + β)/√2 = √2 β

⟨c|h|t⟩ = (β − β)/√2 = 0

The orbital t is therefore already a molecular orbital, with energy α. Carbon and s form a two-orbital problem that differs from part (a) in one respect: β is replaced by √2β. The result of part (a) can be taken over, and the three levels are

ε₁ = α + √2 β (bonding)

ε₂ = α (nonbonding)

ε₃ = α − √2 β (antibonding)

The bonding orbital is the equal, in-phase mixture of s and c:

ψ₁ = (s + c)/√2 = ½ a + (1/√2) c + ½ b

The squares of its coefficients are 1/4, 1/2 and 1/4, which add up to one. The others are

ψ₂ = (a − b)/√2

ψ₃ = (s − c)/√2 = ½ a − (1/√2) c + ½ b

The factor √2 has a simple origin. The amplitude of s on each metal is 1/√2, not 1, so each link contributes β/√2 to the coupling. There are two links, and their contributions add in phase, which gives 2β/√2 = √2β. A second metal thus strengthens the coupling, but does not double it. In the antisymmetric combination the same two contributions cancel, which is why t is nonbonding.

(c) Confirm the levels without using symmetry, from the secular determinant in the original orbitals.

Solution. In the order a, c, b, the matrix of h − E has the rows

(α − E, β, 0)

(β, α − E, β)

(0, β, α − E)

A nonzero orbital exists if the determinant of this matrix vanishes. Put u = α − E and expand along the first row. The minor belonging to the first element is u·u − β·β. The minor belonging to the second is β·u − β·0 = βu, and it enters with a minus sign. The third element is zero. The determinant is therefore

u(u² − β²) − β(βu) = u³ − β²u − β²u = u(u² − 2β²)

It vanishes for u = 0 and for u = ±√2β. Since E = α − u, the levels are α, α − √2β and α + √2β, as in part (b).

The orbital can be confirmed as well. Acting with h on ψ₁ and reading off the component on each orbital gives

on a: α·½ + β·(1/√2) = ½(α + √2 β)

on c: β·½ + α·(1/√2) + β·½ = (1/√2)(α + √2 β)

on b: β·(1/√2) + α·½ = ½(α + √2 β)

Here β/√2 was written as ½·√2β, and β as (1/√2)·√2β. Every component is the original coefficient times α + √2β, so ψ₁ is an eigenfunction with that energy.

(d) Put two electrons in the bridge. Find its bonding energy D₂ and compare it with D₁. What changes if the bridge holds four electrons?

Solution. Both electrons enter ψ₁:

E₂ = 2(α + √2 β) = 2α + 2√2 β

The uncoupled orbitals with two electrons again have energy 2α, so

D₂ = 2α − E₂ = −2√2 β = 2√2 |β|

D₂/D₁ = 2√2|β| / (2|β|) = √2

One electron pair shared over three centres thus binds more strongly than one pair shared over two, by a factor of about 1.41. The statement belongs to this model and to equal α and β in the two systems. It compares whole systems with the same number of electrons, not single links.

Two further electrons would enter ψ₂, whose energy is α. The total becomes

2(α + √2 β) + 2α = 4α + 2√2 β

The uncoupled reference becomes 4α, and the bonding energy is still 2√2|β|. The second pair neither strengthens nor weakens the bridge in this model. It occupies the combination of metal hybrids that has no coupling to carbon.

(e) Is D₂ a delocalisation energy? Define that quantity by comparison with a pair confined to one M–C link, and calculate it.

Solution. The term needs a reference in which the pair is localised. The natural one keeps the three orbitals and their couplings but does not allow the electrons to enter one of the metal hybrids, say b. To see both situations at once, take a general normalised orbital with non-negative coefficients:

ψ = cosθ c + sinθ (cosφ a + sinφ b)

with θ and φ between 0 and 90°. The angle θ shares the electron between carbon and the metals, and φ divides the metal part between a and b. Coefficients of equal sign are the right choice for the lowest energy, since β is negative and each coupling then lowers the energy.

The squares of the coefficients add up to one, so the site energies contribute α. Each link contributes 2β times the product of its two coefficients:

⟨ψ|h|ψ⟩ = α + 2β cosθ sinθ cosφ + 2β cosθ sinθ sinφ

= α + β sin2θ (cosφ + sinφ)

For any φ the energy is lowest at θ = 45°, where sin2θ = 1. The energy of two electrons is then

E(φ) = 2α + 2β (cosφ + sinφ)

At φ = 0 the orbital b is empty and E = 2α + 2β. This is the best energy of the confined pair, and it equals that of an isolated bond. To find the minimum, write

cosφ + sinφ = √2 cos(φ − 45°)

which follows from cos(φ − 45°) = cosφ cos45° + sinφ sin45° = (cosφ + sinφ)/√2. The largest value is √2, at φ = 45°, where the pair is shared equally between the metals. The energy there is 2α + 2√2β, as in part (d).

The delocalisation energy is the difference between the confined and the free pair:

D_del = (2α + 2β) − (2α + 2√2 β) = 2(√2 − 1)|β| ≈ 0.828 |β|

It is thus not D₂ but D₂ − D₁. It is smaller than the energy of a two-centre bond, of which it is the fraction √2 − 1, or about 41 per cent. The factor √2 found in part (d) belongs to the total bonding energy D₂, not to the delocalisation energy.

(f) Find the electron populations and bond orders in the bridge. How strong is one of its links?

Solution. For a doubly occupied orbital with coefficients x_a, x_c and x_b, define the population of site i and the bond order between sites i and j by

q_i = 2 x_i²

p_ij = 2 x_i x_j

With x_a = x_b = ½ and x_c = 1/√2,

q_a = q_b = 2·¼ = ½

q_c = 2·½ = 1

p_ac = p_bc = 2·½·(1/√2) = 1/√2 ≈ 0.707

In the two-centre bond both coefficients are 1/√2, so each population is 1 and the bond order is 1. Carbon has the same population in both systems. The electron that belongs to one metal in the ordinary bond is divided between two metals in the bridge.

Expanding 2⟨ψ|h|ψ⟩ gives the energy in terms of these quantities:

E = (q_a + q_c + q_b) α + 2 p_ac β + 2 p_bc β

The factor 2 before each bond order arises because ⟨a|h|c⟩ and ⟨c|h|a⟩ both occur. One link therefore contributes

2 p_ac |β| = √2 |β|

to the bonding energy, against 2|β| for the ordinary bond. Each link of the bridge is weaker by the factor 1/√2, but there are two of them, and 2·(1/√2) = √2.

This share is not the energy needed to cut a link. If the coupling to b is removed, the pair withdraws into the link between a and c, and the energy rises by D_del = 0.828|β|. With the orbital held fixed the loss would be √2|β| = 1.414|β|. The difference, (2 − √2)|β| = 0.586|β|, is recovered when the electrons readjust.

(g) Evaluate the results for α = −0.40 hartree and β = −0.10 hartree. These are round model values and do not represent a particular metal.

Solution. The levels of the bridge lie at α and at a distance √2·0.10 = 0.1414 hartree on either side of it:

ε₁ = −0.40 − 0.1414 = −0.5414 hartree

ε₂ = −0.4000 hartree

ε₃ = −0.40 + 0.1414 = −0.2586 hartree

The pair energies are

E₁ = 2(−0.40 − 0.10) = −1.0000 hartree

E₂ = 2(−0.5414) = −1.0828 hartree

The uncoupled pair has energy −0.8000 hartree, so

D₁ = 0.2000 hartree = 525 kJ/mol

D₂ = 0.2828 hartree = 743 kJ/mol

D_del = 0.2828 − 0.2000 = 0.0828 hartree = 218 kJ/mol

with 1 hartree = 2625.50 kJ/mol, applied to the unrounded energies. One link of the bridge carries 0.1414 hartree. The energies in kJ/mol show the scale set by the chosen β. They are not predictions of measured bond energies, which also contain electron repulsion, the repulsion between the atomic cores and the relaxation of the fragments.

## Second half: unequal links, polarity and dimerisation

The second half uses these symbols and results. The metal hybrids are a and b, and the carbon hybrid is c. Their symmetric and antisymmetric combinations are s = (a + b)/√2 and t = (a − b)/√2. For equal site energies α and equal couplings β < 0, carbon couples to s with strength √2β and not at all to t. An electron pair then has the bonding energy D₁ = 2|β| in a two-centre bond and D₂ = 2√2|β| in the open bridge. The delocalisation energy is D_del = D₂ − D₁. The numerical examples keep α = −0.40 hartree and β = −0.10 hartree unless other values are given.

Each of the next four parts relaxes one assumption and keeps the others. The last part applies the model to the formation of a bridged dimer.

For equal site energies and equal couplings, an electron pair in the open bridge has √2 times the bonding energy of a pair in a two-centre bond, and the delocalisation energy is the difference between the two. It remains to examine unequal couplings, unequal site energies, direct metal–metal coupling and overlap, and to apply the model to the formation of a bridged dimer.
